# Why Interstitial Hydrogen Opposes Doping, and What Negative U Adds

## The situation

In some semiconductors hydrogen lowers the hole density of p-type samples and the electron density of n-type ones. In the first case hydrogen has given up an electron, which fills a hole; in the second it has captured one. The same impurity is a donor in one sample and an acceptor in the other.

It is tempting to attribute this behaviour to the inverted, "negative-U" order of the hydrogen levels. Two properties have to be separated: where the levels lie relative to the Fermi level, and in which order they lie. The position decides the sign of the charge. The order decides whether a range of Fermi levels exists in which hydrogen stays neutral.

The hydrogen considered here is atomic and isolated, so H₂ molecules and hydrogen–dopant pairs are left out. In real samples these can hold much of the hydrogen, so the densities below describe the isolated atoms, not the total hydrogen content. It exchanges electrons with the host fast enough for its charge to be in equilibrium. Energies are in eV, and the Fermi level \(\mu\) is measured from the valence edge.

## Contribution 1: the position of the levels

Let \(E(q)\) be the energy of hydrogen in charge state \(q=+1,0,-1\), each at its own most stable site. Making charge \(q\) sends \(q\) electrons to the reservoir, each with energy \(\mu\). The energies to compare are therefore

\[
F_q(\mu)=E(q)+q\mu .
\]

Equating neighbouring charge states gives the two one-electron levels, and their separation defines \(U\):

\[
\varepsilon(+/0)=E(0)-E(+),\qquad \varepsilon(0/-)=E(-)-E(0),
\]
\[
U=\varepsilon(0/-)-\varepsilon(+/0)=E(+)+E(-)-2E(0).
\]

Equating \(F_+\) and \(F_-\) gives \(2\mu=E(-)-E(+)\), so the two charged states cross at

\[
\varepsilon(+/-)=\tfrac12[E(-)-E(+)]=\tfrac12[\varepsilon(+/0)+\varepsilon(0/-)].
\]

Since this is the midpoint, \(\varepsilon(+/0)=\varepsilon(+/-)-U/2\) and \(\varepsilon(0/-)=\varepsilon(+/-)+U/2\).

H⁺ is stable when it lies below both rivals. This requires \(\mu<\varepsilon(+/-)-U/2\) against H⁰ and \(\mu<\varepsilon(+/-)\) against H⁻. The stricter condition holds, and the same reasoning applies to H⁻:

\[
\text{donor: }\mu<\varepsilon(+/-)-\tfrac12\max(U,0),\qquad
\text{acceptor: }\mu>\varepsilon(+/-)+\tfrac12\max(U,0).
\]

This is the low-temperature criterion. Hydrogen opposes both dopings if the p-type Fermi level satisfies the first condition and the n-type Fermi level the second. Positive \(U\) does not forbid this; it opens a neutral window of width \(U\) that the two Fermi levels must avoid. For negative \(U\) the window is absent, because

\[
F_0-\tfrac12(F_++F_-)=-\tfrac12U>0
\]

at every \(\mu\): the neutral state lies above the mean of the charged ones, hence above the lower of them.

## Contribution 2: repulsion against relaxation

Two electrons on one atom repel, which favours positive \(U\). To see what can reverse the sign, let \(R_q\) be the best geometry for charge \(q\), and write \(E_q(R)\) for the energy at geometry \(R\). Define the fixed-geometry value and the relaxation gains

\[
U_v=E_+(R_0)+E_-(R_0)-2E_0(R_0),\qquad
\Delta_\pm=E_\pm(R_0)-E_\pm(R_\pm)\ge0 .
\]

Substituting \(E(\pm)=E_\pm(R_0)-\Delta_\pm\) into the definition of \(U\) gives

\[
U=U_v-\Delta_+-\Delta_- .
\]

Negative \(U\) thus requires the charged states to gain more by moving away from the neutral geometry than the fixed-geometry repulsion costs. For hydrogen the motion can be a change of site.

## A model with two sites

Take one host bond made of two hybrid orbitals at energy zero, with hopping \(-t\) between them, and a hydrogen orbital at \(\varepsilon_H\) with repulsion \(U_H\) when doubly occupied. H⁺, H⁰ and H⁻ correspond to two, three and four electrons. Repulsion on the host orbitals, long-range electrostatics and vibrations are omitted.

**Open site.** Hydrogen is decoupled and the bond is intact. Its two electrons contribute \(-2t\), so

\[
E_0^{\rm open}=-2t+\varepsilon_H,\qquad E_-^{\rm open}=-2t+2\varepsilon_H+U_H .
\]

**Bond centre.** Opening the bond costs strain energy \(C\) and reduces the direct hopping to \(-s\). Hydrogen couples to each hybrid with hopping \(-v\). The even combination of hybrids has energy \(-s\) and couples to hydrogen with \(-\sqrt2\,v\). The odd combination has energy \(+s\), and its two couplings to hydrogen cancel.

Choose \(\varepsilon_H=-s-U_H/2\), which makes the two-electron problem solvable in closed form. Two electrons, both in the even orbital or both on hydrogen, then have energy \(-2s\) in either case. The singlet with one electron in each has energy \(-2s-U_H/2\). It contains two spin arrangements, so its coupling to each doubly occupied state is \(-\sqrt2\cdot\sqrt2\,v=-2v\). The symmetric sum of the doubly occupied states gains another factor \(\sqrt2\), which leaves

\[
\begin{pmatrix}-2s&-2\sqrt2\,v\\-2\sqrt2\,v&-2s-U_H/2\end{pmatrix}.
\]

The mean of the diagonal is \(-2s-U_H/4\) and half their difference is \(U_H/4\). With the strain included, the lower eigenvalue gives

\[
E_+^{\rm bc}=C-2s-\frac{U_H}{4}-\sqrt{\frac{U_H^2}{16}+8v^2}.
\]

Further electrons enter the odd orbital at cost \(s\) each, provided that this is cheaper than crowding them into the even–hydrogen pair. Diagonalization over all states of each electron number confirms this for the parameters below.

Measure energies from \(-2t\), and set \(W=E_+^{\rm bc}+2t\):

- bond centre: \(W,\ W+s,\ W+2s\) for H⁺, H⁰, H⁻;
- open site: \(-s-U_H/2\) for H⁰ and \(-2s\) for H⁻.

Suppose H⁺ prefers the bond centre and H⁻ the open site; the latter means \(W>-4s\). If H⁰ sits at the bond centre,

\[
U=W-2s-2(W+s)=-W-4s .
\]

If it sits at the open site,

\[
U=W-2s+2s+U_H=W+U_H .
\]

H⁰ takes the lower energy, and \(E(0)\) enters \(U\) with a minus sign, so the larger expression applies:

\[
U=\max(-W-4s,\;W+U_H).
\]

It is negative for \(-4s<W<-U_H\), a window that exists if \(4s>U_H\). The most negative value occurs where the two expressions are equal, at \(W=-(4s+U_H)/2\), and is \(-(4s-U_H)/2\). The condition \(4s>U_H\) is not sufficient by itself. With \(C\ge0\), \(W\) cannot fall below \(2t-2s-U_H/4-\sqrt{U_H^2/16+8v^2}\), so \(v\) must be large enough for \(W\) to reach the window. The expressions also assume that the extra electrons at the bond centre enter the odd orbital, which fails for large \(s\), and that H⁻ is the lowest four-electron state at the open site, which needs \(\varepsilon_H+U_H<t\). All three conditions hold for the parameters below.

If instead \(W\le-4s\), H⁻ also prefers the bond centre. With H⁰ there too, \(U=W+(W+2s)-2(W+s)=0\). With H⁰ at the open site, \(U=2W+4s+U_H\), which is nonnegative because that site is preferred for \(W\ge-2s-U_H/2\). In this model, with H⁺ at the bond centre, negative \(U\) therefore needs the two ions to choose different sites.

## Weighing the energies

Take round parameters, attached to no material: \(t=3.0\), \(s=1.5\), \(v=3.0\), \(U_H=4.0\) and \(C=1.3\) eV. Then \(\varepsilon_H=-1.5-2.0=-3.5\) eV, and

\[
E_+^{\rm bc}=1.3-3.0-1.0-\sqrt{1+72}=-11.244\ \text{eV},\qquad W=-5.244\ \text{eV}.
\]

H⁰ has energy \(-9.744\) eV at the bond centre and \(-9.500\) eV at the open site, so it stays at the bond centre. H⁻ has \(-8.244\) and \(-9.000\) eV, so it moves. Hence

\[
U=-11.244-9.000+2(9.744)=-0.756\ \text{eV}.
\]

In the decomposition of \(U\), \(R_0\) is the bond centre. There \(U_v=0\), since the added electrons avoid hydrogen and host repulsion is omitted. H⁺ does not move, so \(\Delta_+=0\), and the whole effect is \(\Delta_-=0.756\) eV.

This gain is the small remainder of large terms. At the bond centre the two extra electrons cost \(2s=3.0\) eV. On hydrogen at the open site they have \(2\varepsilon_H+U_H=-7.0+4.0=-3.0\) eV, with the full repulsion included. The move gains 6.0 eV from these electrons and gives up the 5.244 eV by which the bond centre binds H⁺ relative to the intact bond.

Holding hydrogen at the open site, with H⁺ beside a filled bond at \(-6.0\) eV, gives \(U=-6.0-9.0+2(9.5)=4.0\) eV, the bare \(U_H\). The numerical output lists 3.5 eV instead, because the lowest two-electron state of the cluster there is H⁰ plus a hole in the bond, at \(-t+\varepsilon_H=-6.5\) eV. That state is not H⁺, so 3.5 eV is not a \(U\) of hydrogen. Neither fixed site gives negative \(U\).

The bond model contains no bands, so the position of the valence edge is a further input. It is placed here at the energy of the hybrid orbitals; another choice would shift both levels equally and leave \(U\) unchanged. The levels are then \(\varepsilon(+/0)=1.500\) eV and \(\varepsilon(0/-)=0.744\) eV, in inverted order. Their midpoint is \(\varepsilon(+/-)=1.122\) eV (0.0825 Ry).

## Contribution 3: temperature

Let \(g_q\) count the equivalent lowest states of charge \(q\), including spin. The weights are \(w_q=g_q e^{-F_q/kT}\). With \(E(0)\) as zero, \(E(+)=-\varepsilon(+/-)+U/2\) and \(E(-)=\varepsilon(+/-)+U/2\). Define

\[
\mu^*=\varepsilon(+/-)+\frac{kT}{2}\ln\frac{g_+}{g_-},\qquad x=\frac{\mu-\mu^*}{kT}.
\]

The shift in \(\mu^*\) absorbs the unequal multiplicities, so that \(w_\pm=\sqrt{g_+g_-}\,e^{-U/2kT}e^{\mp x}\) and \(w_0=g_0\). Dividing \(w_+-w_-\) by the sum of the weights gives

\[
\langle q\rangle=-\frac{\sinh x}{\cosh x+r},\qquad
r=\frac{g_0}{2\sqrt{g_+g_-}}\,e^{U/2kT}.
\]

At \(x=0\) the neutral fraction is \(r/(1+r)\). Moreover, \(dw_q/d\mu=-q\,w_q/kT\), so differentiating \(\langle q\rangle=\sum_q q\,w_q/\sum_q w_q\) gives

\[
\frac{d\langle q\rangle}{d\mu}=-\frac{\langle q^2\rangle-\langle q\rangle^2}{kT}\le0 .
\]

A rising Fermi level cannot make hydrogen more positive, whatever the sign of \(U\).

At 600 K, \(kT=0.0517\) eV. With \(g_+=g_-=1\) and \(g_0=2\) for spin, \(r=e^{-0.756/0.1034}\approx7\times10^{-4}\). Neutral hydrogen is rare even at the crossing. These multiplicities assume equal numbers of bond-centre and open sites. With twice as many bond centres (\(g_+=2\), \(g_0=4\), \(g_-=1\)), \(\mu^*\) and the pinned Fermi levels found below rise by \(\tfrac12kT\ln2=0.018\) eV.

## What the carriers experience

Give the host a 2.0 eV gap and free-electron band masses; these are separate inputs, not results of the bond model. For nondegenerate bands and ionized shallow dopants, charge neutrality reads

\[
p-n+N_D-N_A+N_H\langle q\rangle=0 .
\]

**Scarce hydrogen.** In p-type material with \(\langle q\rangle=1\) and negligible \(n\), \(p=N_A-N_H\). Doping of \(10^{17}\) and hydrogen of \(5\times10^{16}\) cm⁻³ leave \(5\times10^{16}\) holes per cm³. The n-type sample loses the same number of electrons, with \(\langle q\rangle=-1\).

**Excess hydrogen.** If \(N_H>N_A\) and free carriers are negligible, \(\langle q\rangle=N_A/N_H\). For \(r\ll1\) this is \(-\tanh x=N_A/N_H\), so

\[
\mu=\mu^*-kT\,\operatorname{artanh}(N_A/N_H).
\]

For \(N_H=2\times10^{17}\) cm⁻³ the shift is 0.028 eV and \(\mu=1.094\) eV. Three quarters of the hydrogen is H⁺ and one quarter H⁻, and the hole density has dropped to about \(5\times10^{10}\) cm⁻³. The Fermi level now lies above the middle of the gap, so electrons, at about \(1.7\times10^{12}\) cm⁻³, outnumber the holes: the acceptor-doped sample has become weakly n-type. The numerical output lists only its holes. In n-type material the shift has the opposite sign and \(\mu=1.150\) eV. The formula fails as \(N_H\to N_A\), where the logarithmic divergence signals that free carriers can no longer be neglected.

Here negative \(U\) leaves a distinct mark. For \(U\gg kT\), and with \(\varepsilon(+/0)\) far enough above the valence edge that free carriers are still negligible, excess hydrogen in p-type material would be a mixture of H⁺ and H⁰. Setting \(w_+/w_0=N_A/(N_H-N_A)\) gives

\[
\mu=\varepsilon(+/0)+kT\ln\frac{g_+(N_H-N_A)}{g_0N_A}.
\]

The Fermi level then stays near \(\varepsilon(+/0)\). In n-type material, under the corresponding condition at the conduction edge, it would stay near \(\varepsilon(0/-)\). Negative \(U\) brings both samples towards the same level.

## Position against order

Three changes of the levels, each with \(5\times10^{16}\) cm⁻³ of hydrogen, separate the two properties.

- **\(U=+0.4\) eV, same midpoint.** The mean charge is \(+1.00\) in p-type and \(-0.99\) in n-type material. Hydrogen still opposes both dopings, so negative \(U\) is not necessary.
- **\(U=+2.0\) eV, same midpoint.** The levels move to 0.122 and 2.122 eV. Both Fermi levels, near 0.34 and 1.66 eV, fall in the neutral window. The mean charge is below 0.01 in magnitude, and hydrogen is nearly inert.
- **\(U=-0.756\) eV, midpoint raised to 2.4 eV.** The crossing lies above the conduction edge. Hydrogen is a donor in both materials and raises the n-type electron density to \(1.5\times10^{17}\) cm⁻³, so negative \(U\) is not sufficient.

With the original midpoint, the n-type Fermi level before hydrogen is added lies \(1.661-1.122=0.539\) eV above the crossing; the p-type one lies farther away, at 0.783 eV. Applied to these 600 K Fermi levels, the sharp criterion tolerates positive \(U\) up to about \(2\times0.539\approx1.1\) eV. The limit depends on temperature through the Fermi levels: at 300 K, with the dopants still ionized, it is about 1.5 eV. At 600 K the effect weakens before this limit: for \(U=1.0\) eV and \(5\times10^{16}\) cm⁻³ of hydrogen, the mean charge in the n-type sample is only \(-0.45\). The mean charge has the compensating sign in both materials because the \((+/-)\) crossing lies between the two Fermi levels; it is appreciable only if the Fermi levels also lie outside the neutral window. Negative \(U\), produced here by the different sites of H⁺ and H⁻, removes the neutral window that could otherwise prevent it. The remaining values are in the numerical output.

## Numbers as computed

```
inputs: t=3.0, s=1.5, v=3.0, U_H=4.0, C=1.3 eV
H orbital energy eps_H = -3.500 eV
lowest cluster energies (eV): bond centre, open site
  H+ (N=2): -11.2440, -6.5000
  H0 (N=3): -9.7440, -9.5000
  H- (N=4): -8.2440, -9.0000
  (open site N=2: lowest state is H0 plus a host hole)
electrons on H, bond centre, N=2,3,4: 1.0000, 1.0000, 1.0000
electrons on H, open site, N=2,3,4: 1.0000, 1.0000, 2.0000
W = -5.2440 eV; window -6.00 to -4.00 eV
U, H held at bond centre = 0.0000 eV
U, H held at open site (cluster) = 3.5000 eV
H- gain, bond centre to open site = 0.7560 eV
U, best site for each charge = -0.7560 eV
most negative U over all C = -1.000 eV
lowest U over all C for s=0.8 eV: 0.000 eV
e(+/0) = 1.5000 eV
e(0/-) = 0.7440 eV
e(+/-) = 1.1220 eV = 0.08247 Ry
T = 600 K, kT = 0.05170 eV, gap = 2.00 eV
band density Nc = Nv = 7.098e+19 cm^-3 (mass m_e)
largest neutral fraction = 6.678e-04
doping = 1.0e+17, few H = 5.0e+16, many H = 2.0e+17 cm^-3
Fermi level (eV), majority carriers (cm^-3), mean H charge
  p-type, no H:   0.3394, 1.000e+17
  p-type, few H:  0.3753, 5.000e+16, +1.0000
  p-type, many H: 1.0936, 4.629e+10, +0.5000
  n-type, no H:   1.6606, 1.000e+17
  n-type, few H:  1.6247, 5.000e+16, -1.0000
  n-type, many H: 1.1504, 5.188e+12, -0.5000
pinning shift kT*artanh(doping/many H) = 0.0284 eV
controls, few H: majority carriers (cm^-3) and H charge, p | n
  U=+0.4 eV, same e(+/-):
    5.000e+16, +0.9999 | 5.028e+16, -0.9943
  U=+2.0 eV, same e(+/-):
    9.963e+16, +0.0074 | 1.000e+17, -0.0001
  same U, e(+/-)=2.4 eV:
    5.000e+16, +1.0000 | 1.500e+17, +1.0000
```
